# Equivalent Barrier and Arrhenius Slope under Gaussian Schottky-Barrier Disorder

Let the Schottky barrier $\phi$ along the edge of a metal contact to a two-dimensional semiconductor vary from place to place, with a Gaussian distribution of mean $\phi_0$ and variance $s^2$. Each place emits a current proportional to $e^{-b\phi}$, where $b=1/kT$. The single barrier that would carry the same average current is defined by

$$
e^{-b\phi_J}=\langle e^{-b\phi}\rangle .
$$

Before any integral is done, symmetry and dimensions fix the form of the fall $\phi_0-\phi_J$. Adding a constant to every barrier adds the same constant to $\phi_J$ and to $\phi_0$, so the fall cannot depend on $\phi_0$. Only the energies $s$ and $kT$ remain, and therefore

$$
\phi_0-\phi_J=kT\,F(b^2s^2),
$$

with $F$ a dimensionless function. Suppose now that the disorder is the sum of two independent Gaussian parts of variances $s_1^2$ and $s_2^2$. The sum is Gaussian with variance $s_1^2+s_2^2$, and the average of the exponential factorizes into two averages. Its logarithm is a sum, so

$$
F(b^2s_1^2+b^2s_2^2)=F(b^2s_1^2)+F(b^2s_2^2).
$$

A continuous function with this property is linear, $F(u)=cu$. Hence $\phi_J=\phi_0-c\,s^2/kT$, with one number $c$ still unknown.

The local Arrhenius slope is $E_A=-d\ln\langle e^{-b\phi}\rangle/db=d(b\phi_J)/db$. If $\phi_0$ and $s$ do not depend on temperature,

$$
E_A=\frac{d}{db}\left(b\phi_0-c\,b^2s^2\right)=\phi_0-2c\,\frac{s^2}{kT}.
$$

The factor of two between the falls thus follows from the form alone. What remains is to justify the starting average and to find $c$.

Consider first a stretch of edge with one barrier $\phi$, measured from the metal Fermi level to the top of the barrier that the electron crosses, with image-force lowering included. The semiconductor has a parabolic band of mass $m$ and total spin and valley degeneracy $g$. Let $x$ point into the channel and $y$ along the edge. The emission is taken to be thermionic: states moving outward at the top are filled from the metal, all of them are collected, and the bias is large enough that the return flux can be dropped. If $\phi$ is several $kT$, the occupation is the Boltzmann factor, and the current per unit width is

$$
J=\frac{qg}{(2\pi)^2}\int_0^\infty dk_x\int_{-\infty}^{\infty}dk_y\,
\frac{\hbar k_x}{m}\,
e^{-b\phi-b\hbar^2(k_x^2+k_y^2)/2m}.
$$

The two integrals separate. In the first, the substitution $E=\hbar^2k_x^2/2m$ gives $(\hbar k_x/m)\,dk_x=dE/\hbar$, so it equals $kT/\hbar$. The second is a Gaussian integral equal to $\sqrt{2\pi mkT}/\hbar$. With $4\pi^2\hbar^2=h^2$,

$$
J=J_0(T)\,e^{-b\phi},\qquad
J_0(T)=\frac{qg\,kT\sqrt{2\pi mkT}}{h^2}\propto T^{3/2}.
$$

The power is $3/2$ because the electron has one transverse direction of motion.

Next let the barrier vary along the edge in patches. If the patches are wide enough for each to have its own barrier, and conduct in parallel with the same prefactor, their currents add. For many patches the average current per width is

$$
\frac{J}{J_0}=\int_{-\infty}^{\infty}
\frac{d\phi}{\sqrt{2\pi}\,s}\,
\exp\left[-\frac{(\phi-\phi_0)^2}{2s^2}-b\phi\right].
$$

Write $u=\phi-\phi_0$. The exponent is $-b\phi_0-(u^2+2bs^2u)/2s^2$, and since $u^2+2bs^2u=(u+bs^2)^2-b^2s^4$,

$$
-\frac{u^2}{2s^2}-bu-b\phi_0
=-\frac{(u+bs^2)^2}{2s^2}+\frac{b^2s^2}{2}-b\phi_0 .
$$

The shifted Gaussian still integrates to one. Therefore

$$
\ln\frac{J}{J_0}=-b\phi_0+\frac{b^2s^2}{2}.
$$

Division by $-b$ gives the first barrier, and differentiation with respect to $-b$ gives the second:

$$
\phi_J=\phi_0-\frac{s^2}{2kT},\qquad
E_A=\phi_0-\frac{s^2}{kT}.
$$

So $c=1/2$. Both falls are measured from the barrier of a uniform contact with the same mean $\phi_0$.

The completed square also shows which electrons carry the current. The share of current from barriers near $\phi$ is proportional to $P(\phi)e^{-b\phi}$, where $P$ is the barrier distribution. This is again a Gaussian of standard deviation $s$, but its centre is at $\phi_0-s^2/kT$, which is $E_A$. The agreement is no accident of the Gaussian, because for any temperature-independent distribution

$$
E_A=-\frac{d}{db}\ln\int P\,e^{-b\phi}\,d\phi
=\frac{\int \phi\,P\,e^{-b\phi}\,d\phi}{\int P\,e^{-b\phi}\,d\phi}.
$$

The Arrhenius slope is the mean barrier weighted by current. The equivalent barrier is higher because it also accounts for how little of the edge has such low barriers. In thermodynamic terms $\phi_J$ acts as a free energy and $E_A$ as an energy. Since $b\,d/db=-T\,d/dT$,

$$
E_A=\phi_J+b\frac{d\phi_J}{db}=\phi_J-T\frac{d\phi_J}{dT}.
$$

A fall proportional to $1/T$ is doubled by this operation. If $s$ itself varies with temperature, the slope becomes $\phi_0-bs^2-\tfrac12b^2\,ds^2/db$, and the ratio of two is lost.

The ratio also depends on the shape of the distribution. For any distribution confined to a range small compared with $kT$, expansion of the exponential gives $\ln(J/J_0)\simeq-b\phi_0+b^2s^2/2$, so the ratio is two to leading order. At larger spread the higher moments enter. Take barriers spread uniformly between $\phi_0-a$ and $\phi_0+a$, with $a=\sqrt3\,s$ so that the variance is again $s^2$. Then

$$
\frac{J}{J_0}=e^{-b\phi_0}\,\frac{\sinh ba}{ba},
$$

and the two falls are

$$
\phi_0-\phi_J=\frac1b\ln\frac{\sinh ba}{ba},\qquad
\phi_0-E_A=a\coth ba-\frac1b .
$$

When $ba$ is large, both tend to $a$ and their ratio tends to one: the current comes from the lowest barriers present, and there is a definite lowest value. A Gaussian has no such edge, so its falls grow as $1/T$ until some other assumption fails.

For a worked example, take $\phi_0=0.30$ eV, $s=30$ meV, $m$ equal to $0.5$ electron masses and $g=4$, at $300$ K. The thermal energy is $25.85$ meV, so $bs=30/25.85=1.16$. The falls are

$$
\frac{s^2}{2kT}=\frac{900}{2\times25.85}\ \text{meV}=17.4\ \text{meV},
\qquad
\frac{s^2}{kT}=34.8\ \text{meV},
$$

which give $\phi_J=0.283$ eV and $E_A=0.265$ eV. The zero-barrier prefactor is $658\ \mu$A/$\mu$m. A uniform contact would carry $6.01$ nA/$\mu$m, and disorder multiplies this by $e^{b^2s^2/2}=1.96$, to $11.8$ nA/$\mu$m. Half of that current passes through the $12.3\%$ of the edge whose barriers lie below $E_A$. For a uniform distribution of the same variance the ratio of the two falls would be $1.80$.

On an Arrhenius plot of $\ln(J/T^{3/2})$ against $b$, Gaussian disorder gives a parabola with second derivative $s^2$. The curve bends upward because cooling moves the current to lower barriers. In the example the slope changes from $0.270$ eV at $350$ K to $0.258$ eV at $250$ K, while $\phi_J$ changes from $0.285$ to $0.279$ eV. A straight line fitted to 11 points equally spaced in temperature over this range gives $0.264$ eV, a value between the two end slopes. Over this range, of width $\Delta b=13.3$ eV$^{-1}$, the parabola departs from its chord by at most $s^2(\Delta b)^2/8=0.02$, or two percent of the current. Scatter larger than this can hide the curvature, and the fitted line can then be mistaken for that of a uniform barrier.

The intercept is affected as well. The tangent at a given $b$, extended to infinite temperature, meets the axis at

$$
\ln\frac{J}{J_0}+bE_A
=-b\phi_0+\frac{b^2s^2}{2}+b\phi_0-b^2s^2
=-\frac{b^2s^2}{2},
$$

relative to the true prefactor. The apparent prefactor is too small by $e^{-b^2s^2/2}$, which is $0.51$ here. The power of temperature matters too. Plotting $J/T^2$ instead adds $-\tfrac12\ln T$, or $+\tfrac12\ln b$ up to a constant, to the ordinate. The slope then falls by $1/2b=kT/2=12.9$ meV, more than a third of the disorder effect.

A real contact has a finite number $N$ of patches. Let them be equally wide and independent, and write $w=e^{-b(\phi-\phi_0)}$. The result above gives $\langle w\rangle=e^{b^2s^2/2}$, and replacing $b$ by $2b$ gives $\langle w^2\rangle=e^{2b^2s^2}$. The standard deviation of the current from contact to contact, relative to its mean, is therefore

$$
\sqrt{\frac{\langle w^2\rangle-\langle w\rangle^2}{N\langle w\rangle^2}}
=\sqrt{\frac{e^{b^2s^2}-1}{N}} .
$$

The slope of one contact is $\sum_i w_i\phi_i/\sum_i w_i$. To leading order in $1/\sqrt N$ it differs from $E_A$ by $\sum_i w_i(\phi_i-E_A)/(N\langle w\rangle)$, whose mean is zero. Its variance needs $\langle w^2(\phi-E_A)^2\rangle$. The weight $w^2$ moves the Gaussian to $\phi_0-2bs^2$, a distance $bs^2$ below $E_A$, so this average is $e^{2b^2s^2}(s^2+b^2s^4)$. Division by $N\langle w\rangle^2$ and a square root give

$$
\delta E_A\simeq\frac{s\sqrt{1+b^2s^2}\;e^{b^2s^2/2}}{\sqrt N}.
$$

For a contact $50\ \mu$m wide with patches of $100$ nm, $N=500$. The formula gives $\delta E_A\simeq4.0$ meV, and random sampling of such contacts gives $3.8$ meV. The sampled current spread is $7.6\%$, equivalent to $1.9$ meV in $\phi_J$. Cooling makes this much worse. The relative current spread reaches one when $e^{b^2s^2}=N+1$, or $bs=\sqrt{\ln 501}=2.49$. That is $kT=12$ meV, about $140$ K. Below this temperature the Gaussian average becomes a poor guide to the current of an individual contact of this size, and a typical contact carries less than the average: in random sampling the median current is about $16\%$ below the average at $140$ K and less than half of it at $100$ K. The other limit, where $E_A$ would reach zero, lies at $kT=s^2/\phi_0=3$ meV, so finite sampling fails first.

The barrier, mass, degeneracy, disorder strength and patch width are assumptions made for illustration. A contact narrower than $50\ \mu$m has fewer patches of this width, and its sample-to-sample spread is larger. The assumption that every electron crossing the top is collected also needs a check. With a mobility $\mu$ of $30$ cm$^2$/Vs at $300$ K, varying as $1/T$, electrons scatter often near the barrier and many return to the metal. A drift-diffusion estimate multiplies the current by

$$
f=\frac{v_D}{v_D+v_R},\qquad
v_R=\sqrt{\frac{kT}{2\pi m}},\qquad
v_D=\frac{\mu kT/q}{\int_0^\infty e^{b[U(x)-U_{\rm top}]}dx}.
$$

Here $U$ combines a uniform field, taken as $0.02$ MV/cm, with the image potential for a relative permittivity of $4$. The formula interpolates between two limits: for $v_D\gg v_R$ every electron is collected, and for $v_D\ll v_R$ the current is that of drift and diffusion over the barrier. The result is $f=0.087$. It is only indicative, because this mobility and mass imply a scattering time $\tau$ of $8.5$ fs, and $\hbar/\tau=77$ meV exceeds $kT$, where a semiclassical picture of the motion is doubtful. If the current is still divided by the thermionic $J_0$, the apparent $\phi_J$ rises by $-kT\ln f=63$ meV, to $0.346$ eV, above the true mean barrier. The slope moves the other way, down by $28$ meV to $0.237$ eV, because $f$ grows on cooling. Most of this shift, about $24$ meV, comes from the assumed $1/T$ law of the mobility. The change in $\phi_J$ is more than three times its fall from disorder, and the change in slope is about four fifths of the corresponding fall. They cancel from the comparison of a disordered with a uniform contact if $f$ is common to all patches, but not from the reading of a single contact.

A temperature drift of the mean barrier has a similar standing. If $\phi_0$ falls by an assumed $0.1$ meV/K and its value at $300$ K is held fixed, the relation $E_A=\phi_J-T\,d\phi_J/dT$ raises the slope by $0.1\times300=30$ meV and leaves $\phi_J$ at $300$ K unchanged. This would hide most of the $34.8$ meV fall. The drift is linear in $T$, so it adds only a constant to $\ln(J/J_0)$ beyond a term linear in $b$, and leaves the curvature $s^2$ intact.

The image force lowers the barrier by $26.8$ meV, already counted in $\phi$, and puts its top $6.7$ nm from the metal. Tunnelling, degeneracy and the channel resistance matter less for these numbers. Tunnelling through this rounded top, treated as a parabola, lowers $\phi_J$ by $0.15$ meV; a semiclassical estimate for a sharp triangular barrier in the same field gives $5.3$ meV. Both values rest on the weak field assumed. At $0.3$ MV/cm, with the barrier top held at $0.30$ eV, a semiclassical estimate for the image-rounded barrier lowers $\phi_J$ by about $8$ meV and the slope by about $16$ meV, and at $1$ MV/cm tunnelling outweighs the disorder. These estimates leave out wave reflection at the steep metal side of the barrier. A one-dimensional wave calculation, with the semiconductor mass on both sides and the image potential cut off $2$ to $5$ eV below the top, gives a net rise of $\phi_J$, by $2$ to $6$ meV at $0.02$ MV/cm and by $10$ to $15$ meV at $0.3$ MV/cm. Degenerate statistics change the current by a few parts in $10^5$. The voltage drop along a channel $1\ \mu$m long with $10^{12}$ electrons per cm$^2$ is $2.5$ mV.

Finally, $s$ must be the spread of the barrier tops, not of the potential at the metal face. In a two-dimensional electrostatic model, which suits a metal face much taller than $L$, a variation of period $L$ along the edge decays into the channel as $e^{-2\pi x/L}$. With $L=200$ nm, two patch widths, a face spread of $30$ meV becomes $24.1$ meV at the tops. The falls, measured from the mean top, are then $10.7$ and $20.8$ meV, in the ratio $1.94$. The Gaussian formula with the reduced spread would give $22.4$ meV for the second. The small difference arises because the tops are no longer quite Gaussian: each top is the maximum over $x$ of a function linear in the patch amplitude, hence a convex function of that amplitude, and this compresses the low-barrier tail. For this single period, using the face spread in the formula would overstate the slope fall by $14$ meV. Independent patches mix many periods, and for them the correction is smaller: random sampling gives a spread of $25.8$ meV at the tops and a slope fall of about $25$ meV, a little below the $25.7$ meV that the Gaussian formula gives with this spread. For a thin metal sheet lying in the plane of the channel, in a uniform dielectric, the correction is larger. The decay factor is then $\operatorname{erfc}\sqrt{2\pi x/L}$, which at $6.7$ nm is $0.52$ instead of $0.81$. The falls of $10.7$ and $20.8$ meV also assume a common collection factor. In the single-period potential a lower barrier has a broader top and hence a smaller $f$, and the drift-diffusion estimate then reduces the two falls to about $6$ and $16$ meV. The numerical output lists the main values of the worked example.

## Calculated quantities

```
mean barrier: 0.3 eV
barrier standard deviation: 30 meV
temperature: 300 K
thermal energy kT: 25.85 meV
effective mass / electron mass: 0.5
spin times valley degeneracy: 4
contact width: 50 um
patch width: 100 nm
number of patches: 500
thermal wavelength: 6.09 nm
zero-barrier current prefactor: 658.2 uA/um
uniform-contact current: 6.006 nA/um
disordered-contact current: 11.78 nA/um
current enhancement by disorder: 1.961
current-equivalent barrier: 0.2826 eV
fall of current-equivalent barrier: 17.41 meV
local Arrhenius slope: 0.2652 eV
fall of Arrhenius slope: 34.81 meV
ratio of the two falls: 2
edge share carrying half the current: 12.3 %
current share from negative barriers: 4.8e-19
at 250 K: equivalent barrier 0.2791 eV
at 250 K: Arrhenius slope 0.2582 eV
at 350 K: equivalent barrier 0.2851 eV
at 350 K: Arrhenius slope 0.2702 eV
straight-line barrier, 250-350 K, 11 points: 0.2643 eV
spread recovered from curvature: 30 meV
tangent prefactor / true prefactor: 0.51
slope change if J/T^2 is plotted: -12.93 meV
ratio of falls, uniform distribution: 1.804
finite-patch relative current spread: 7.6 %
finite-patch equivalent-barrier spread: 1.9 meV
finite-patch slope spread: 3.8 meV
degeneracy: relative current change: -2.4e-05
assumed contact field: 0.02 MV/cm
assumed relative permittivity: 4
image lowering, included in barrier: 26.8 meV
barrier-top distance from metal: 6.71 nm
rounded-barrier tunnelling shift: -0.15 meV
sharp-triangle tunnelling shift: -5.3 meV
sharp-triangle slope change: -5.5 meV
assumed mobility at 300 K, varying as 1/T: 30 cm2/Vs
drift-diffusion collection factor: 0.087
collection: equivalent-barrier change: 63.1 meV
collection: Arrhenius-slope change: -28.2 meV
assumed fall of mean barrier with T: 0.1 meV/K
mean-barrier drift: slope change: 30 meV
30 meV face disorder: spread at tops: 24.1 meV
smoothed case: equivalent-barrier fall: 10.7 meV
smoothed case: slope fall: 20.8 meV
smoothed case: Gaussian slope fall: 22.4 meV
assumed channel density: 1e+12 cm^-2
assumed channel length: 1 um
channel voltage drop: 2.5 mV
```
